# Eliminating the two-particle Green's function with Schwinger's functional derivative: a numerical check

```python
"""
Result under test (hartree atomic units, hbar = 1):
  i dG(1,2)/dt1 = delta(1,2) + [h + phi(1) + V_H(1)] G(1,2)
                  + i sum_3 v(1+,3) dG(1,2)/dphi(3)
which follows from the equation of motion containing the two-particle function
  G2(1,3;2,3+) = G(1,2) G(3,3+) - dG(1,2)/dphi(3).
Symbols: G = one-particle Green's function in the presence of the external
potential phi, defined as a ratio of time-ordered amplitudes in the exact ground
state; h = one-body Hamiltonian; v = interaction; V_H = Hartree potential;
1+ = the interaction partner 3 acts infinitesimally later than 1.
Model: two sites A, B with spin, two electrons, full 16-dimensional Fock space.
A time key (t, rank) orders operators at equal t by rank (infinitesimal shifts).
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LABELS = ["A up", "A down", "B up", "B down"]
SITE = [0, 0, 1, 1]
SPIN = [0, 1, 0, 1]
M = 4
N_ELECTRONS = 2
HOPPING, LEVEL_B = 0.10, 0.05
V_SAME, V_OTHER = 0.40, 0.20
T_END = 18.0
STEPS = [(0.0, 2.0, [0.00, 0.00, 0.00, 0.00]),
         (2.0, 6.0, [0.03, 0.01, -0.02, 0.00]),
         (6.0, 11.0, [-0.02, 0.04, 0.01, -0.03]),
         (11.0, 16.0, [0.02, -0.01, 0.03, 0.01]),
         (16.0, T_END, [0.00, 0.00, 0.00, 0.00])]

# one-body and interaction matrices
h = np.zeros((M, M))
v = np.zeros((M, M))
for p in range(M):
    for q in range(M):
        v[p, q] = V_SAME if SITE[p] == SITE[q] else V_OTHER
        if p == q:
            h[p, q] = LEVEL_B * SITE[p]
        elif SPIN[p] == SPIN[q]:
            h[p, q] = -HOPPING


def annihilator(p):
    """Matrix of the fermion annihilation operator of spin-orbital p."""
    result = np.eye(1)
    for q in range(M):
        if q < p:
            factor = np.diag([1.0, -1.0])
        elif q == p:
            factor = np.array([[0.0, 1.0], [0.0, 0.0]])
        else:
            factor = np.eye(2)
        result = np.kron(result, factor)
    return result


psi = [annihilator(p) for p in range(M)]
dag = [a.T for a in psi]
num = [dag[p] @ psi[p] for p in range(M)]
DIM = 2**M
H_one = sum(h[p, q] * dag[p] @ psi[q] for p in range(M) for q in range(M))
H_int = 0.5 * sum(v[p, q] * dag[p] @ dag[q] @ psi[q] @ psi[p]
                  for p in range(M) for q in range(M))
H_full = H_one + H_int


def ground_state(hamiltonian):
    counts = np.rint(np.diag(sum(num))).astype(int)
    index = np.where(counts == N_ELECTRONS)[0]
    energy, vectors = np.linalg.eigh(hamiltonian[np.ix_(index, index)])
    assert energy[1] - energy[0] > 1e-6   # unique ground state
    state = np.zeros(DIM)
    state[index] = vectors[:, 0]
    return energy[0], state


class Driven:
    """Ground state of a Hamiltonian exposed to a stepwise potential phi(t)."""

    def __init__(self, hamiltonian, steps):
        self.energy, self.state = ground_state(hamiltonian)
        self.steps = []
        for start, end, phi in steps:
            total = hamiltonian + sum(phi[p] * num[p] for p in range(M))
            values, vectors = np.linalg.eigh(total)
            self.steps.append((start, end, np.array(phi), values, vectors))

    def phi(self, t):
        return next(s[2] for s in self.steps if s[0] <= t < s[1])

    def evolve(self, vec, t_from, t_to):
        for start, end, _, values, vectors in self.steps:
            span = min(end, t_to) - max(start, t_from)
            if span > 0:
                vec = vectors @ (np.exp(-1j * values * span) * (vectors.T @ vec))
        return vec

    def amplitude(self, ops):
        """<state| time-ordered product |state>; ops = (key, matrix, is_fermi)."""
        sign = 1
        for a in range(len(ops)):
            for b in range(a + 1, len(ops)):
                if ops[a][2] and ops[b][2] and ops[a][0] < ops[b][0]:
                    sign = -sign
        vec, now = self.state, 0.0
        for key, matrix, _ in sorted(ops, key=lambda op: op[0]):
            vec = matrix @ self.evolve(vec, now, key[0])
            now = key[0]
        return sign * np.vdot(self.state, self.evolve(vec, now, T_END))

    def green(self, i, key1, j, key2, kicks=()):
        kicks = list(kicks)
        pair = [(key1, psi[i], True), (key2, dag[j], True)]
        return -1j * self.amplitude(pair + kicks) / self.amplitude(kicks)

    def green_matrix(self, key1, key2):
        return np.array([[self.green(i, key1, j, key2) for j in range(M)]
                         for i in range(M)])

    def green2(self, i, key1, k, key3, j, key2):
        """G2(1,3;2,3+) from its definition with four field operators."""
        key3_plus = (key3[0], key3[1] + 0.5)
        ops = [(key1, psi[i], True), (key3, psi[k], True),
               (key3_plus, dag[k], True), (key2, dag[j], True)]
        return (-1j)**2 * self.amplitude(ops) / self.amplitude([])

    def density(self, k, t):
        return -1j * self.green(k, (t, 0), k, (t, 1))

    def response(self, i, key1, j, key2, k, key3, eps=1e-4):
        """dG(1,2)/dphi(3): finite difference in a kick eps*delta(t-t3)."""
        plus = self.green(i, key1, j, key2, [kick(k, eps, key3)])
        minus = self.green(i, key1, j, key2, [kick(k, -eps, key3)])
        return (plus - minus) / (2 * eps)


def kick(k, eps, key):
    return (key, np.eye(DIM) + (np.exp(-1j * eps) - 1) * num[k], False)


def i_time_derivative(system, t1, t2, s=0.02):
    g = [system.green_matrix((t1 + m * s, 0), (t2, 0)) for m in (-2, -1, 1, 2)]
    return 1j * (g[0] - 8 * g[1] + 8 * g[2] - g[3]) / (12 * s)


def derivative_term(system, t1, t2, rank):
    """i sum_k v_ik dG_ij(t1,t2)/dphi_k(t1 + rank*0)."""
    return np.array([[1j * sum(v[i, k] * system.response(
        i, (t1, 0), j, (t2, 0), k, (t1, rank)) for k in range(M))
        for j in range(M)] for i in range(M)])


# field equation: commutator with the Hamiltonian
for i in range(M):
    commutator = psi[i] @ H_full - H_full @ psi[i]
    expected = sum(h[i, k] * psi[k] + v[i, k] * num[k] @ psi[i] for k in range(M))
    assert np.allclose(commutator, expected, atol=1e-12)

system = Driven(H_full, STEPS)
vacuum = system.amplitude([])
assert abs(vacuum) > 0.1

# jump of G at equal times gives the delta function
t_jump = 7.3
jump = 1j * (system.green_matrix((t_jump, 1), (t_jump, 0))
             - system.green_matrix((t_jump, -1), (t_jump, 0)))
assert np.allclose(jump, np.eye(M), atol=1e-10)

# equation of motion, with G2 and with the functional derivative
err_g2, err_schwinger, err_order = 0.0, 0.0, 0.0
kept = None
for t1, t2 in [(9.1, 7.3), (4.5, 12.7)]:
    lhs = i_time_derivative(system, t1, t2)
    g = system.green_matrix((t1, 0), (t2, 0))
    one_body = (h + np.diag(system.phi(t1))) @ g
    pair_term = np.array([[-1j * sum(v[i, k] * system.green2(
        i, (t1, 0), k, (t1, 1), j, (t2, 0)) for k in range(M))
        for j in range(M)] for i in range(M)])
    v_hartree = v @ np.array([system.density(k, t1) for k in range(M)])
    hartree = np.diag(v_hartree) @ g
    later = derivative_term(system, t1, t2, +1)
    earlier = derivative_term(system, t1, t2, -1)
    err_g2 = max(err_g2, np.abs(lhs - one_body - pair_term).max())
    err_schwinger = max(err_schwinger,
                        np.abs(lhs - one_body - hartree - later).max())
    spurious = one_body + hartree + earlier - lhs
    err_order = max(err_order, np.abs(spurious - np.diag(np.diag(v)) @ g).max())
    if kept is None:
        kept = (t1, t2, g[0, 0], lhs[0, 0], one_body[0, 0], hartree[0, 0],
                later[0, 0], spurious[0, 0])
assert err_g2 < 1e-6
assert err_schwinger < 1e-6
assert err_order < 1e-6

# a pulse of finite length: integrated identity, pulse covers both t1 and t2
t1, t2 = 9.1, 7.3
start, end = STEPS[2][0], STEPS[2][1]
nodes, weights = np.polynomial.legendre.leggauss(10)
err_pulse = 0.0
for k in range(M):
    eps = 1e-5
    shifted = []
    for sign in (1, -1):
        steps = [(a, b, list(phi)) for a, b, phi in STEPS]
        steps[2][2][k] += sign * eps
        shifted.append(Driven(H_full, steps).green_matrix((t1, 0), (t2, 0)))
    by_difference = (shifted[0] - shifted[1]) / (2 * eps)
    g = system.green_matrix((t1, 0), (t2, 0))
    by_integral = np.zeros((M, M), complex)
    for a, b in [(start, t2), (t2, t1), (t1, end)]:
        for x, w in zip(nodes, weights):
            t3 = 0.5 * (a + b) + 0.5 * (b - a) * x
            g2 = np.array([[system.green2(i, (t1, 0), k, (t3, 0), j, (t2, 0))
                            for j in range(M)] for i in range(M)])
            g33 = system.green(k, (t3, 0), k, (t3, 1))
            by_integral += 0.5 * (b - a) * w * (g * g33 - g2)
    err_pulse = max(err_pulse, np.abs(by_difference - by_integral).max())
assert err_pulse < 1e-6

# numerator alone gives -G2, the denominator gives the product G G
k_show, t3_show, eps = 2, 8.2, 1e-4
pair = [((t1, 0), psi[0], True), ((t2, 0), dag[0], True)]
numerator_part = -1j * (
    system.amplitude(pair + [kick(k_show, eps, (t3_show, 0))])
    - system.amplitude(pair + [kick(k_show, -eps, (t3_show, 0))])
) / (2 * eps * vacuum)
g2_show = system.green2(0, (t1, 0), k_show, (t3_show, 0), 0, (t2, 0))
gg_show = (system.green(0, (t1, 0), 0, (t2, 0))
           * system.green(k_show, (t3_show, 0), k_show, (t3_show, 1)))
response_show = system.response(0, (t1, 0), 0, (t2, 0), k_show, (t3_show, 0))
assert abs(numerator_part + g2_show) < 1e-6
assert abs(response_show - (gg_show - g2_show)) < 1e-6

# dG(1,2)/dphi(3) = G(1,3) G(3,2) without interaction, not with it


def product_error(driven):
    worst = 0.0
    for t3 in (3.0, 8.2, 14.0):
        left = driven.green_matrix((t1, 0), (t3, 0))
        right = driven.green_matrix((t3, 0), (t2, 0))
        for k in range(M):
            exact = np.array([[driven.response(i, (t1, 0), j, (t2, 0), k, (t3, 0))
                               for j in range(M)] for i in range(M)])
            worst = max(worst, np.abs(exact - np.outer(left[:, k], right[k])).max())
    return worst


free_error = product_error(Driven(H_one, STEPS))
interacting_error = product_error(system)
assert free_error < 1e-6
assert interacting_error > 1e-3

# densities: complex while phi acts, real and exact at phi = 0
n_driven = np.array([system.density(k, t1) for k in range(M)])
assert np.abs(n_driven.imag).max() > 1e-4
rest = Driven(H_full, [(0.0, T_END, [0.0] * M)])
n_rest = np.array([rest.density(k, 5.0) for k in range(M)])
n_direct = np.array([rest.state @ num[k] @ rest.state for k in range(M)])
assert np.allclose(n_rest, n_direct, atol=1e-10)

# interaction energy at phi = 0 from one-particle quantities only
t = 5.0
e_hartree = 0.5 * (n_rest @ v @ n_rest).real
e_derivative = 0.5 * sum(v[i, k] * rest.response(i, (t, 0), i, (t, 2), k, (t, 1))
                         for i in range(M) for k in range(M))
e_product = 0.5 * sum(v[i, k] * rest.green(i, (t, 0), k, (t, 1))
                      * rest.green(k, (t, 1), i, (t, 2))
                      for i in range(M) for k in range(M))
e_direct = rest.state @ H_int @ rest.state
rho = np.array([[rest.state @ dag[k] @ psi[i] @ rest.state for k in range(M)]
                for i in range(M)])
assert abs(e_derivative.imag) < 1e-7
assert abs(e_hartree + e_derivative - e_direct) < 1e-6
assert abs(e_product + 0.5 * np.sum(v * rho**2)) < 1e-9


def show(z):
    return f"{z.real:+.6f} {z.imag:+.6f}i"


print(f"hopping amplitude = {HOPPING:.2f} Ha, level of B above A = {LEVEL_B:.2f} Ha")
print(f"v same site = {V_SAME:.2f} Ha, v different sites = {V_OTHER:.2f} Ha")
print(f"electrons = {N_ELECTRONS}, Fock states = {DIM}, window T = {T_END:.1f} a.u.")
print("phi in Ha on", ", ".join(LABELS))
for a, b, phi in STEPS:
    print(f"  t = {a:4.1f} to {b:4.1f} a.u.:", " ".join(f"{x:+.2f}" for x in phi))
print(f"ground-state energy at phi=0 = {rest.energy:.6f} Ha")
print(f"modulus of <S> = {abs(vacuum):.6f}")
print(f"EQUATION OF MOTION, element A up, A up; t1={kept[0]}, t2={kept[1]} a.u.")
print("  G                         =", show(kept[2]))
print("  i dG/dt1                  =", show(kept[3]), "Ha")
print("  (h+phi) G                 =", show(kept[4]), "Ha")
print("  V_H G                     =", show(kept[5]), "Ha")
print("  i v dG/dphi, t3 after t1  =", show(kept[6]), "Ha")
print("  sum of the three terms    =", show(kept[4] + kept[5] + kept[6]), "Ha")
print("  excess if t3 before t1    =", show(kept[7]), "Ha")
print("  v(1,1) G                  =", show(v[0, 0] * kept[2]), "Ha")
print(f"SCHWINGER IDENTITY, same G, phi on {LABELS[k_show]} at t3={t3_show} a.u.")
print("  G(1,2) G(3,3+)            =", show(gg_show))
print("  G2(1,3;2,3+)              =", show(g2_show))
print("  difference                =", show(gg_show - g2_show))
print("  dG/dphi from kicks        =", show(response_show))
print("  numerator part of dG/dphi =", show(numerator_part))
print("LARGEST DEVIATIONS over all elements tested")
print(f"  equation with G2          = {err_g2:.1e} Ha")
print(f"  equation with dG/dphi     = {err_schwinger:.1e} Ha")
print(f"  finite-pulse identity     = {err_pulse:.1e} a.u.")
print(f"  dG/dphi - GG, v=0         = {free_error:.1e}")
print(f"  dG/dphi - GG, with v      = {interacting_error:.4f}")
print(f"DENSITIES: -iG(3,3+) at t={t1} a.u. with phi, and at phi=0")
for k in range(M):
    print(f"  {LABELS[k]:7s}", show(n_driven[k]), f"   {n_rest[k].real:.6f}")
print("INTERACTION ENERGY at phi=0")
print(f"  Hartree part              = {e_hartree:+.6f} Ha")
print(f"  derivative part           = {e_derivative.real:+.6f} Ha"
      f" = {e_derivative.real * HARTREE_EV:+.4f} eV")
print(f"  sum                       = {e_hartree + e_derivative.real:+.6f} Ha"
      f" = {(e_hartree + e_derivative.real) * HARTREE_EV:+.4f} eV")
print(f"  direct expectation value  = {e_direct:+.6f} Ha")
print(f"  derivative part with GG   = {e_product.real:+.6f} Ha")
print(f"  remainder beyond GG       = {(e_derivative - e_product).real:+.6f} Ha")
print("every check passed")
```

Running it gives:

```
hopping amplitude = 0.10 Ha, level of B above A = 0.05 Ha
v same site = 0.40 Ha, v different sites = 0.20 Ha
electrons = 2, Fock states = 16, window T = 18.0 a.u.
phi in Ha on A up, A down, B up, B down
  t =  0.0 to  2.0 a.u.: +0.00 +0.00 +0.00 +0.00
  t =  2.0 to  6.0 a.u.: +0.03 +0.01 -0.02 +0.00
  t =  6.0 to 11.0 a.u.: -0.02 +0.04 +0.01 -0.03
  t = 11.0 to 16.0 a.u.: +0.02 -0.01 +0.03 +0.01
  t = 16.0 to 18.0 a.u.: +0.00 +0.00 +0.00 +0.00
ground-state energy at phi=0 = 0.124245 Ha
modulus of <S> = 0.984729
EQUATION OF MOTION, element A up, A up; t1=9.1, t2=7.3 a.u.
  G                         = -0.441750 -0.163782i
  i dG/dt1                  = -0.281988 -0.104154i Ha
  (h+phi) G                 = -0.034851 -0.019851i Ha
  V_H G                     = -0.271243 -0.098572i Ha
  i v dG/dphi, t3 after t1  = +0.024106 +0.014269i Ha
  sum of the three terms    = -0.281988 -0.104154i Ha
  excess if t3 before t1    = -0.176700 -0.065513i Ha
  v(1,1) G                  = -0.176700 -0.065513i Ha
SCHWINGER IDENTITY, same G, phi on B up at t3=8.2 a.u.
  G(1,2) G(3,3+)            = +0.060153 -0.215900i
  G2(1,3;2,3+)              = +0.163782 -0.441750i
  difference                = -0.103629 +0.225850i
  dG/dphi from kicks        = -0.103629 +0.225850i
  numerator part of dG/dphi = -0.163782 +0.441750i
LARGEST DEVIATIONS over all elements tested
  equation with G2          = 4.1e-10 Ha
  equation with dG/dphi     = 3.8e-10 Ha
  finite-pulse identity     = 2.7e-10 a.u.
  dG/dphi - GG, v=0         = 3.0e-10
  dG/dphi - GG, with v      = 0.3087
DENSITIES: -iG(3,3+) at t=9.1 a.u. with phi, and at phi=0
  A up    +0.524190 +0.048043i    0.543201
  A down  +0.538548 -0.067876i    0.543201
  B up    +0.475810 -0.048043i    0.456799
  B down  +0.461452 +0.067876i    0.456799
INTERACTION ENERGY at phi=0
  Hartree part              = +0.601493 Ha
  derivative part           = -0.343875 Ha = -9.3573 eV
  sum                       = +0.257618 Ha = +7.0101 eV
  direct expectation value  = +0.257618 Ha
  derivative part with GG   = -0.281642 Ha
  remainder beyond GG       = -0.062233 Ha
every check passed
```
